# Film Thickness from Photoelectron Line Ratios with Equal Attenuation Lengths: test program

```python
"""
Result under test: thickness of a uniform film from photoelectron intensities,
    d = L cos(theta) ln(1 + R/R0),
R  = overlayer-line signal / substrate-line signal of the covered sample,
R0 = the same ratio from infinitely thick film material and bare substrate,
L  = attenuation length in the film, equal for both lines,
theta = emission angle from the surface normal.
An absorbing potential -iW gives L = sqrt(2E)/(2W) in atomic units.
Signals are computed by summing emission over thin depth cells, each damped
by the attenuation accumulated along the straight path to the surface.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import solve_ivp

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
BOHR_ANG = physical_constants["Bohr radius"][0] * 1e10
CELL = 0.01       # depth cell, angstrom
DEPTH = 1000.0    # depth standing for an infinitely thick sample, angstrom


def attenuation_length(energy_ev, absorption_ev):
    """Attenuation length in angstrom from the absorbing potential."""
    speed = np.sqrt(2 * energy_ev / HARTREE_EV)
    return speed / (2 * absorption_ev / HARTREE_EV) * BOHR_ANG


def transmitted_flux(energy_ev, absorption_ev, path_ang):
    """Flux ratio exit/entrance of an absorbing slab, from the wave equation."""
    energy = energy_ev / HARTREE_EV
    absorption = absorption_ev / HARTREE_EV
    path = path_ang / BOHR_ANG

    def wave_equation(x, y):
        return [y[1], -2 * (energy + 1j * absorption) * y[0]]

    exit_wave = np.array([1.0, 1j * np.sqrt(2 * energy)], dtype=complex)
    run = solve_ivp(wave_equation, (path, 0.0), exit_wave,
                    method="DOP853", rtol=1e-9, atol=1e-11)
    assert run.success
    entrance = run.y[:, -1]
    flux_in = (np.conj(entrance[0]) * entrance[1]).imag
    flux_out = (np.conj(exit_wave[0]) * exit_wave[1]).imag
    return flux_out / flux_in


def signal(film, length_film, length_sub, emit_film, emit_sub, cosine):
    """Line signal of a film on a substrate, summed over depth cells."""
    cells = int(round(DEPTH / CELL))
    in_film = np.arange(cells) < int(round(film / CELL))
    damping = CELL / (np.where(in_film, length_film, length_sub) * cosine)
    to_surface = np.cumsum(damping) - damping / 2
    emission = np.where(in_film, emit_film, emit_sub)
    return np.sum(emission * np.exp(-to_surface)) * CELL


def both_signals(film, length_over, length_sub_line, cosine):
    """Overlayer-line and substrate-line signals for a given film thickness."""
    over = signal(film, length_over, L_bulk, s_over, 0.0, cosine)
    sub = signal(film, length_sub_line, L_bulk, 0.0, s_sub, cosine)
    return over, sub


def measured_ratio(film, length_over, length_sub_line, cosine):
    over, sub = both_signals(film, length_over, length_sub_line, cosine)
    return over / sub


def reference_ratio(length_over, length_sub_line, cosine, ref_film=DEPTH):
    """Ratio from a thick film; a finite one lies on an inert substrate."""
    over = both_signals(ref_film, length_over, length_sub_line, cosine)[0]
    sub = both_signals(0.0, length_over, length_sub_line, cosine)[1]
    return over / sub


def thickness(ratio, ratio_ref, length, cosine):
    return length * cosine * np.log1p(ratio / ratio_ref)


# Model parameters
d_true, angle_deg = 20.0, 30.0
E_line, W_film, W_bulk = 1400.0, 2.5, 3.0
s_over, s_sub = 0.6, 1.0
cos_t = np.cos(np.radians(angle_deg))
L = attenuation_length(E_line, W_film)
L_bulk = attenuation_length(E_line, W_bulk)
path = d_true / cos_t

# Exponential attenuation and its energy dependence, from the wave equation
flux_wave = {}
for energy in (600.0, E_line):
    flux_wave[energy] = transmitted_flux(energy, W_film, path)
    expected = np.exp(-path / attenuation_length(energy, W_film))
    # tolerance covers weak reflection at the slab faces
    assert abs(flux_wave[energy] / expected - 1) < 1e-4

# References and the covered sample
I_over, I_sub = both_signals(d_true, L, L, cos_t)
I_over_inf = both_signals(DEPTH, L, L, cos_t)[0]
I_sub_inf = both_signals(0.0, L, L, cos_t)[1]
R, R0 = I_over / I_sub, I_over_inf / I_sub_inf
assert abs(R0 / (s_over * L / (s_sub * L_bulk)) - 1) < 1e-6
d_found = thickness(R, R0, L, cos_t)
assert abs(d_found - d_true) < 1e-4

# One reference ratio, taken at normal emission, serves all angles
R0_normal = reference_ratio(L, L, 1.0)
for film in (1.0, 5.0, 20.0, 60.0):
    for degrees in (0.0, 30.0, 60.0):
        c = np.cos(np.radians(degrees))
        found = thickness(measured_ratio(film, L, L, c), R0_normal, L, c)
        assert abs(found / film - 1) < 1e-5

# Leaving the sampling depths out of the reference ratio gives a wrong result
d_naive = thickness(R, s_over / s_sub, L, cos_t)
assert abs(d_naive - d_true) > 1.0

# Sensitivity: formula against the slope of the summed signals
h = 0.1
slope = (np.log(measured_ratio(d_true + h, L, L, cos_t))
         - np.log(measured_ratio(d_true - h, L, L, cos_t))) / (2 * h)
sensitivity = L * cos_t * (1 - np.exp(-path / L))
assert abs(sensitivity * slope - 1) < 1e-3
d_R_high = thickness(1.05 * R, R0, L, cos_t)

# Reference film of finite thickness
D_ref = 100.0
R0_finite = reference_ratio(L, L, cos_t, D_ref)
assert abs(R0_finite / R0 - (1 - np.exp(-D_ref / (L * cos_t)))) < 1e-6
d_finite = thickness(R, R0_finite, L, cos_t)
assert d_finite > d_true

# Unequal attenuation lengths in the film
unequal = {}
for E_over in (1396.0, 600.0):
    L_over = attenuation_length(E_over, W_film)
    ref = reference_ratio(L_over, L, cos_t)
    for film in (0.1, 5.0, 20.0, 60.0, 300.0):
        ratio = measured_ratio(film, L_over, L, cos_t)
        apparent = thickness(ratio, ref, L, cos_t) / film
        assert 1 - 1e-6 < apparent < L / L_over + 1e-6
        if film == 0.1:
            assert abs(apparent * L_over / L - 1) < 0.01
        if film == 300.0:
            assert abs(apparent - 1) < 1e-3
    ratio = measured_ratio(d_true, L_over, L, cos_t)
    unequal[E_over] = (L_over, ref, ratio,
                       thickness(ratio, ref, L, cos_t),
                       thickness(ratio, ref, L_over, cos_t))

print(f"true film thickness d = {d_true:.1f} angstrom")
print(f"emission angle from normal = {angle_deg:.1f} degrees")
print(f"cos(theta) = {cos_t:.5f} (no unit)")
print(f"kinetic energy of both lines = {E_line:.1f} eV")
print(f"absorbing potential W, film = {W_film:.1f} eV")
print(f"absorbing potential W, substrate = {W_bulk:.1f} eV")
print(f"emission strengths s_o, s_s = {s_over:.1f}, {s_sub:.1f} (arb. units)")
print(f"attenuation length L in film = {L:.3f} angstrom")
print(f"attenuation length L_b in substrate = {L_bulk:.3f} angstrom")
print(f"path through film d/cos(theta) = {path:.3f} angstrom")
print(f"L cos(theta) = {L * cos_t:.3f} angstrom")
print(f"a = d/(L cos(theta)) = {path / L:.5f} (no unit)")
print(f"exp(-a) = {np.exp(-path / L):.5f} (no unit)")
print(f"flux ratio from wave equation, 1400 eV = {flux_wave[E_line]:.5f}")
print(f"flux ratio from wave equation, 600 eV = {flux_wave[600.0]:.5f}")
print(f"overlayer signal I_o = {I_over:.4f} (arb. units)")
print(f"substrate signal I_s = {I_sub:.4f} (arb. units)")
print(f"thick-film reference I_o^inf = {I_over_inf:.4f} (arb. units)")
print(f"bare-substrate reference I_s^inf = {I_sub_inf:.4f} (arb. units)")
print(f"R = {R:.5f} (no unit)")
print(f"R0 = {R0:.5f} (no unit)")
print(f"R/R0 = {R / R0:.5f} (no unit)")
print(f"ln(1+R/R0) = {np.log1p(R / R0):.5f} (no unit)")
print(f"recovered thickness = {d_found:.4f} angstrom")
print(f"recovered thickness = {d_found / BOHR_ANG:.4f} bohr")
print(f"thickness if R0 is replaced by s_o/s_s = {d_naive:.3f} angstrom")
print(f"sensitivity dd/d(ln R) = {sensitivity:.3f} angstrom")
print(f"thickness if R is 5% too high = {d_R_high:.3f} angstrom")
print(f"finite reference film D = {D_ref:.1f} angstrom")
print(f"R0 from finite reference film = {R0_finite:.5f} (no unit)")
print(f"thickness with that R0 = {d_finite:.3f} angstrom")
for E_over, (L_over, ref, ratio, with_sub, with_over) in unequal.items():
    print(f"overlayer line moved to {E_over:.1f} eV:")
    print(f"  its attenuation length L_o = {L_over:.3f} angstrom")
    print(f"  ratio L_s/L_o = {L / L_over:.5f} (no unit)")
    print(f"  R0 = {ref:.5f}, R = {ratio:.5f} (no unit)")
    print(f"  apparent thickness using L_s = {with_sub:.3f} angstrom")
    print(f"  apparent thickness using L_o = {with_over:.3f} angstrom")
print("verified")
```

Printed output:

```
true film thickness d = 20.0 angstrom
emission angle from normal = 30.0 degrees
cos(theta) = 0.86603 (no unit)
kinetic energy of both lines = 1400.0 eV
absorbing potential W, film = 2.5 eV
absorbing potential W, substrate = 3.0 eV
emission strengths s_o, s_s = 0.6, 1.0 (arb. units)
attenuation length L in film = 29.214 angstrom
attenuation length L_b in substrate = 24.345 angstrom
path through film d/cos(theta) = 23.094 angstrom
L cos(theta) = 25.300 angstrom
a = d/(L cos(theta)) = 0.79052 (no unit)
exp(-a) = 0.45361 (no unit)
flux ratio from wave equation, 1400 eV = 0.45361
flux ratio from wave equation, 600 eV = 0.29893
overlayer signal I_o = 8.2941 (arb. units)
substrate signal I_s = 9.5635 (arb. units)
thick-film reference I_o^inf = 15.1798 (arb. units)
bare-substrate reference I_s^inf = 21.0831 (arb. units)
R = 0.86727 (no unit)
R0 = 0.72000 (no unit)
R/R0 = 1.20455 (no unit)
ln(1+R/R0) = 0.79052 (no unit)
recovered thickness = 20.0000 angstrom
recovered thickness = 37.7945 bohr
thickness if R0 is replaced by s_o/s_s = 22.624 angstrom
sensitivity dd/d(ln R) = 13.824 angstrom
thickness if R is 5% too high = 20.682 angstrom
finite reference film D = 100.0 angstrom
R0 from finite reference film = 0.70617 (no unit)
thickness with that R0 = 20.269 angstrom
overlayer line moved to 1396.0 eV:
  its attenuation length L_o = 29.172 angstrom
  ratio L_s/L_o = 1.00143 (no unit)
  R0 = 0.71897, R = 0.86685 (no unit)
  apparent thickness using L_s = 20.013 angstrom
  apparent thickness using L_o = 19.984 angstrom
overlayer line moved to 600.0 eV:
  its attenuation length L_o = 19.125 angstrom
  ratio L_s/L_o = 1.52753 (no unit)
  R0 = 0.47135, R = 0.72849 (no unit)
  apparent thickness using L_s = 23.639 angstrom
  apparent thickness using L_o = 15.475 angstrom
verified
```
